# Dummy Metal Fill by Linear Programming with a Certified Density Range

## Result

Divide a die into $n$ equal tiles. Tile $j$ has drawn metal density $d_j$, and its free area can take dummy squares of density $x_j$, with $0\le x_j\le s_j$. The polishing pad responds to an averaged density $\rho=K(d+x)$, where $K_{ij}\ge0$ and $\sum_jK_{ij}=1$. The smallest attainable range $R=\max_i\rho_i-\min_i\rho_i$ is the value of a linear program, and it equals

$$
R^*=\max_{p,q}\Big[g\cdot d-\sum_j s_j\max(0,-g_j)\Big],\qquad g=K^{T}(p-q), \tag{1}
$$

where $p$ and $q$ are non-negative weights on the tiles, each summing to one. Any such pair, optimal or not, gives a lower bound on the range of every legal fill. The quality of a computed fill can therefore be checked by evaluating one formula.

Here $x_j$ is treated as continuous, the range is taken over tile centres, and the die repeats periodically. The error of each idealization is examined below.

## Why the range is the right objective

The model is for oxide polished over raised aluminium lines, and density means the fraction of area that is raised. Let the low oxide surface start at height $z_f$ and the raised surface at $z_f+z_1$. Removal is proportional to pressure, the mean pressure is fixed, and the averaged density $\rho$ governs how the load is shared. With $B$ the removal rate of a flat film,

$$
\rho v_{\rm up}+(1-\rho)v_{\rm down}=B .
$$

Since $v=-dz/dt$, integration from the initial heights gives

$$
\rho z_{\rm up}+(1-\rho)z_{\rm down}
=\rho(z_f+z_1)+(1-\rho)z_f-Bt=z_f+\rho z_1-Bt .
$$

Once the local step has vanished, $z_{\rm up}=z_{\rm down}=z$ and the left side is $z$:

$$
z=z_f+\rho z_1-Bt. \tag{2}
$$

The last term is common to all tiles, as is $z_f$, so the thickness range is $z_1R$. The result does not depend on when the pad first touches the low areas. It does require that the steps have closed and that the mean pressure stays uniform over the die. The second condition is only approximate, as shown at the end.

## Available area

Wires of width $w$ are separated by gaps $g_w$. Dummy squares have side $c$ and mutual spacing $e$, and keep a distance $b$ from the wires. A gap holding $m$ columns needs $mc+(m-1)e\le g_w-2b$, hence

$$
m=\max\Big(0,\Big\lfloor\frac{g_w-2b+e}{c+e}\Big\rfloor\Big),\qquad
s=\frac{mc^2}{(w+g_w)(c+e)} .
$$

The second formula is the area of $m$ squares divided by the area of a repeat cell, one wire pitch wide and one square pitch long. Where fill is forbidden, $s=0$. Placing columns one at a time at the first legal position gave the same $m$ for all gaps tested, from 1 to 44.5 µm in steps of 0.5 µm.

## The kernel

Take a Gaussian weight of standard deviation $\sigma$ and uniform density within each tile. In one dimension, the weight of the tile between edges $e_j$ and $e_{j+1}$, seen from centre $y_i$, is

$$
W_{ij}=\sum_m\left[\Phi\Big(\frac{e_{j+1}+mD-y_i}{\sigma}\Big)-\Phi\Big(\frac{e_j+mD-y_i}{\sigma}\Big)\right],
$$

where $\Phi$ is the cumulative normal distribution, $D$ the die width and $m$ counts neighbouring dies. A two-dimensional Gaussian is a product of one-dimensional ones, so $K=W\otimes W$. Direct quadrature of the Gaussian average at two tile centres of the example below agreed with $K$ to within $10^{-4}$ in density.

## The linear program and its dual

Introduce an upper level $U$ and a lower level $V$:

$$
\min_{x,U,V}(U-V)\quad\text{with}\quad V\le[K(d+x)]_i\le U,\quad 0\le x_j\le s_j .
$$

For fixed $x$, the best $U$ is the largest averaged density and the best $V$ the smallest, so the objective is $R(x)$.

Attach multipliers $p_i\ge0$ to $\rho_i-U\le0$, $q_i\ge0$ to $V-\rho_i\le0$, and $y_j\ge0$ to $x_j-s_j\le0$. The Lagrangian is

$$
U\Big(1-\sum_i p_i\Big)-V\Big(1-\sum_i q_i\Big)+g\cdot d+(g+y)\cdot x-s\cdot y .
$$

It is minimized over free $U,V$ and over $x\ge0$. The minimum is finite only if both sums equal one and $g_j+y_j\ge0$; the term in $x$ then contributes zero. What remains is $g\cdot d-s\cdot y$. Since $s_j\ge0$, the best choice is the smallest allowed $y_j=\max(0,-g_j)$, which gives the bracket in (1), called $D(p,q)$ below. The primal program is feasible, since $x=0$ is legal, and its value is bounded below by zero. Linear-programming duality then gives equality of the two optima.

The distance from optimality can be written out. For any legal $x$ and any weights $p,q$, with $U$ and $V$ the extremes of $\rho$,

$$
R(x)-D(p,q)=\sum_i p_i(U-\rho_i)+\sum_i q_i(\rho_i-V)
+\sum_{g_j>0}g_jx_j+\sum_{g_j<0}|g_j|(s_j-x_j). \tag{3}
$$

To verify this, note that the first two sums equal $U-V-(p-q)\cdot\rho$, and that $(p-q)\cdot\rho=g\cdot d+g\cdot x$. The last two sums equal $g\cdot x+\sum_js_j\max(0,-g_j)$. Adding them leaves $U-V-D$.

Every term in (3) is non-negative, with three consequences.

- At an optimum all terms vanish. Tiles with $g_j<0$ are full, tiles with $g_j>0$ are empty, and $p$ and $q$ sit on tiles of maximal and minimal $\rho$.
- If the gap is $\eta$, a tile with $g_j<0$ is within $\eta/|g_j|$ of full. Tiles with small $|g_j|$ may be poorly determined even when $R$ is accurate.
- If area $\delta$ is added to $s_j$, the old $p,q$ remain admissible and $D$ falls by $\max(0,-g_j)\delta$. The optimal range can fall by no more than this.

Two limits give a check by hand. For a very narrow kernel, $K$ is the identity. Put $p$ on the tile with the largest $d$ and $q$ on the tile with the smallest $d+s$. This gives the bound $\max_jd_j-\min_j(d_j+s_j)$, which is attained, when positive, by filling each tile towards the band between these two levels. If it is negative, $R^*=0$. For a very wide kernel all rows of $K$ equal $1/n$, and $R=0$ for any fill.

## Algorithm

1. Compute $d$, $s$ and $K$.
2. Solve the linear program for $x$ and the multipliers $p,q$.
3. Set negative multipliers to zero, divide each set by its sum, and evaluate $D(p,q)$. Apart from rounding in the arithmetic, this is a valid bound whatever the solver's tolerance.
4. Minimize $\sum_jx_j$ with the added constraint $U-V\le R^*+\varepsilon$, because the optimal fill need not be unique.
5. Round each tile down to whole squares.

## Three tiles by hand

Let each tile have weight $1/2$ on itself and $1/4$ on each of the other two, with $d=(0.6,0.1,0.1)$ and $s=(0,0.2,0.5)$. Then

$$
\begin{aligned}
\rho_1&=0.35+(x_2+x_3)/4,\\
\rho_2&=0.225+x_2/2+x_3/4,\\
\rho_3&=0.225+x_2/4+x_3/2 .
\end{aligned}
$$

Subtraction gives $\rho_1-\rho_2=0.125-x_2/4\ge0.075$, because $x_2\le0.2$. At $x_2=0.2$ the third tile lies between the other two when $0.2\le x_3\le0.5$. All these fills are optimal, and the one with least metal has $x_2+x_3=0.4$.

For the certificate, put $p$ on tile 1 and $q$ on tile 2. Then $g=(0.25,-0.25,0)$ and $D=0.25(0.6-0.1)-0.2(0.25)=0.075$. The zero in $g$ leaves $x_3$ undecided. Enumeration in steps of 0.01 found the same range, interval and least fill.

## A die with a forbidden block

The die is 12.8 mm wide with $16\times16$ tiles of 0.8 mm, and $\sigma=1$ mm. Wires are 2 µm wide; $b=2$, $c=4$ and $e=1$ µm.

| Region | Gap (µm) | $d$ | $s$ |
|---|---:|---:|---:|
| Memory, 36 tiles | 2 | 0.50 | 0 |
| Logic, 49 tiles | 8 | 0.20 | 0.32 |
| Sparse routing | 18 | 0.10 | 0.48 |
| Analog, 9 tiles | 18 | 0.10 | 0, forbidden |

For routing, $m=\lfloor(18-4+1)/5\rfloor=3$ and $s=3(16)/(20\cdot5)=0.48$.

| Fill | Density range | Mean fill |
|---|---:|---:|
| None | 0.380 | 0 |
| Maximum everywhere | 0.285 | 0.365 |
| Best common target, 0.50 | 0.237 | 0.311 |
| Linear program, least metal | 0.186 | 0.195 |

The common-target rule fills each tile towards the same density as far as its area allows; the target was scanned in steps of 0.002. The linear program's range and its certified lower bound both print as 0.185716. The least-metal fill uses $\varepsilon=10^{-6}$, and its mean is sensitive to this choice because many tiles have very small $|g_j|$. The mean fill is 0.204 for the solution of step 2, 0.199 at $\varepsilon=10^{-7}$, 0.195 at $10^{-6}$, 0.187 at $10^{-5}$ and 0.181 at $10^{-4}$, while the range stays at 0.186.

Part of the gain comes from filling some tiles beyond the common target. When the program was re-solved with fill above density 0.50 forbidden, the range was 0.217. Of the total improvement $0.237-0.186=0.051$, about 0.020 thus survives the cap and 0.032 needs it lifted. In the tile row through the analog block, the three tiles on either side are filled to 0.58. The averaged density there reaches 0.48, while the block's centre stays at 0.29.

The certificate forces 36 tiles to be full and 13 to be empty, counting $|g_j|>0.001$. The forced-full tiles lie within 2.9 mm of the analog centre. The separately computed least-metal fill obeyed these signs to within 0.02 in density.

The most valuable analog tile has $-g_j=0.0955$. Opening an extra fill density of 0.02 there can lower the range by at most $0.0955\times0.02=0.00191$, and re-solving gave that gain to the printed digits. Uniformity also has a price in metal: allowing the range to be 0.01 larger reduces the mean fill to 0.142, about 27% below the fill at $\varepsilon=10^{-6}$ and 30% below the 0.204 of step 2.

With $z_1=800$ nm, equation (2) gives a film range of $800\times0.1857=149$ nm (0.149 µm), against 304 nm without fill and 190 nm with the common target. This was tested with a pad modelled as independent springs, compressed 50 nm at mean pressure, with $B=200$ nm/min for 5 min. Its integrated heights agreed with (2) within 0.05 nm at the density extremes, with and without the optimized fill. This pad obeys the load balance in each tile by construction, so the agreement shows only that the steps have closed by that time.

## Numerical and model errors

**Rounding.** One square contributes $\varrho=16/800^2=2.5\times10^{-5}$ to a tile's density. Rounding down lowers each $\rho_i$ by between 0 and $\varrho$, since the kernel rows sum to one. Both extremes therefore fall by between 0 and $\varrho$, and the range changes by at most $\varrho$. The change found was $4\times10^{-6}$.

**Positions between centres.** Let $a$ be the tile width and $\Delta T$ the spread of total tile density $d+x$. At a maximum of the continuous averaged density the gradient vanishes, and a tile centre lies within $a/\sqrt2$. Subtracting the mid-value of the density, which does not affect derivatives, bounds the second derivative in any direction by

$$
\frac{\Delta T}{2\sigma^2}\int|u^2-1|\frac{e^{-u^2/2}}{\sqrt{2\pi}}\,du
=\frac{2\Delta T}{\sigma^2\sqrt{2\pi e}} .
$$

The integral is $4/\sqrt{2\pi e}$, because $(1-u^2)e^{-u^2/2}$ is the derivative of $ue^{-u^2/2}$. By Taylor's theorem, the nearest centre misses the maximum by at most half this curvature times $a^2/2$. The minimum is treated alike, so

$$
0\le R_{\rm continuous}-R\le\frac{\Delta T\,a^2}{\sqrt{2\pi e}\,\sigma^2}.
$$

Here $\Delta T\le0.58-0.10=0.48$, and the bound is 0.074. Sampling $128\times128$ points gave 0.205, an excess of 0.019 over the centres, or a film range of 164 nm. The common target stays at 0.237 over all positions, so its disadvantage falls from 41 nm at the centres to about 25 nm. The optimizer controls only the points it is given; adding constraints at finer points keeps the problem linear, and a $32\times32$ grid of constraints brings the range over all positions to 0.196.

**Kernel error.** Suppose $K$ changes by $\delta K$ while its rows still sum to one. Subtracting the mid-value of the tile densities gives $|\delta\rho_i|\le(\Delta T/2)\sum_j|\delta K_{ij}|$. Each extreme moves by no more than the largest $|\delta\rho_i|$, hence $|\delta R|\le\Delta T\max_i\sum_j|\delta K_{ij}|$.

The next table holds both fills fixed and changes the model.

| Change | Optimized | Common target |
|---|---:|---:|
| Kernel 20% narrower | 0.300 | 0.300 |
| Kernel 20% wider | 0.150 | 0.186 |
| Square kernel, equal variance | 0.204 | 0.192 |
| All dies beyond one side missing | 0.344 | 0.237 |
| Oxide edges moved out 0.1 µm | 0.205 | 0.261 |
| Oxide edges moved in 0.1 µm | 0.168 | 0.214 |

A certificate for the nominal kernel thus does not make a fill robust, and fills with the same nominal range can respond differently to such changes. For the least-metal fill used here, the advantage disappears for the narrower kernel and reverses for the square one; the square-kernel entry runs from 0.198 to 0.222 as $\varepsilon$ goes from $10^{-7}$ to $10^{-4}$. It also reverses at a wafer edge if the missing dies are represented by zero raised density. The table gives the worst of the four sides; the others give 0.265 to 0.312. The reversal depends on that representation: with an outside density of 0.3 the optimized fill gives 0.187 to 0.240 and is the better one on three sides. A fill intended for such cases should include their averaged densities as further constraints and minimize the worst range, which is still a linear program.

## Relation to real polishing

Oxide polishing over aluminium commonly averages density over millimetres, so the kernel width is in a realistic regime, but it must be calibrated for the pad and process. The 0.1 µm edge shift is small for a conformal oxide: a shift of 0.8 µm would raise the memory density to $(2+1.6)/4=0.90$. Raised oxide densities must then replace drawn ones, and merging of oxide over adjacent squares must be included. Copper damascene polishing involves dishing and erosion of different materials, and equation (2) does not describe it.

The pad also presses harder on high regions of the die, which (2) omits. For an elastic half-space of plane-strain modulus $E^*$, a point load $F$ displaces the surface by $F/(\pi E^*r)$. Summing this over a pressure wave $P\cos kx$ gives the amplitude

$$
A=\frac{P}{\pi E^*}\,2\pi\int_0^\infty J_0(kr)\,dr=\frac{2P}{E^*k},
$$

so $P=E^*kA/2$. With mean pressure $p_0$, removal of a thickness $H$ reduces a height wave by $\exp[-E^*kH/(2p_0)]$. Rough values $E^*=100$ MPa and $p_0=30$ kPa, a wavelength equal to the die width, and $H=616$ nm leave a factor 0.60. This $H$ is the removal remaining after nominal step closure at the densest tile, $Bt-\rho_{\max}z_1=1000-0.4805\times800$ nm, where closure is taken as the moment when the raised material, of mean thickness $\rho z_1$, has been removed. If the whole 149 nm range were in that wave, about 90 nm would remain. The actual pattern also contains shorter waves, which decay faster, so this example understates the relaxation. A real pad is a finite layered sheet, so this is an estimate of size. It shows that 149 nm is the prediction of the density model without long-range relaxation, and that this omission can change the range by more than the 41 nm separating the optimized fill from the common target. That separation itself shrinks: applying the decay factor to each Fourier component of the pattern leaves about 63 nm for the optimized fill and 76 nm for the common target. The film ranges quoted above should therefore not be read as predictions for a real pad. The numerical output lists the remaining values.

## Computed results

```
die 12.8 mm, tile 0.8 mm, tiles 256, sigma 1.0 mm
wire 2 um; keep-out 2, square 4, spacing 1 um
memory: gap 2 um, columns 0, density 0.50, max fill 0.00
logic: gap 8 um, columns 1, density 0.20, max fill 0.32
routing: gap 18 um, columns 3, density 0.10, max fill 0.48
tiles memory, logic, analog: 36 49 9
3 tiles: least range 0.0750, bound 0.0750, g [ 0.25 -0.25  0.  ]
3 tiles: optimal x2 0.20 to 0.20, x3 0.20 to 0.50
3 tiles: least total fill 0.400
density range, no fill: 0.3802
density range, maximum fill: 0.2846
density range, best common target 0.500: 0.2371
density range, LP capped at that target: 0.2174
density range, LP optimum: 0.185716
certified lower bound: 0.185716
averaged density min, max at optimum: 0.2948, 0.4805
tiles with p > 0.001: 7, q > 0.001: 5
tiles forced full 36, empty 13 (|g| > 0.001)
farthest forced-full tile from analog centre: 2.88 mm
die-mean fill: maximum 0.3650, rule 0.3105
die-mean fill: first LP 0.2035, least 0.1946
die-mean fill, range allowed 0.01 more: 0.1424
total density, tile row through analog centre:
0.19 0.10 0.25 0.51 0.29 0.10 0.10 0.58 0.58 0.58 0.10 0.10 0.10 0.58 0.58 0.58
averaged density, same row:
0.33 0.29 0.33 0.35 0.33 0.29 0.33 0.42 0.48 0.44 0.34 0.29 0.34 0.44 0.48 0.42
area price in analog block: 0.0955; opened 0.02
gain bound 0.001909, gain re-solved 0.001909
one square: 2.50e-05 density; rounding changes range by 4.1e-06
step 800 nm, rate 200 nm/min, time 5 min, compression 50 nm
film range, no fill: 304.2 nm
film range, common target: 189.7 nm
film range, LP fill: 148.6 nm = 0.1486 um
largest remaining local step: 1.7e-04 nm
density range with neglected effects: LP fill, common target
  kernel 20% narrower: 0.2998, 0.3002
  kernel 20% wider: 0.1504, 0.1864
  square kernel, same variance: 0.2043, 0.1920
  one neighbour die missing: 0.3435, 0.2371
  oxide edges +0.1 um: 0.2051, 0.2614
  oxide edges -0.1 um: 0.1680, 0.2140
  all positions, not only centres: 0.2050, 0.2367
pad modulus 100 MPa, pressure 30 kPa
removal after step closure: 616 nm
die-long height wave surviving elastic relaxation: 0.60
```
